# Strang splitting for acid-base neutralization and diffusion in a resist bake: a program that tests the result

```python
"""Strang splitting for acid-base neutralization with diffusion.

Result under test: for smooth periodic data, half diffusion / exact reaction /
half diffusion has global error h^2 e(T) + higher order, where
  a_t = Da a_xx - k a b,   b_t = Db b_xx - k a b.
State arrays have rows (a, b): acid and base number densities in nm^-3.
Lengths are in nm, times in s, Da and Db in nm^2/s, k in nm^3/s.
The norm is the period average of |a| + |b|.
The defect field E gives the one-step error h^3 E; e solves e' = F'(u)e + E(u).
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import exprel

PITCH, BAKE, RATE = 40.0, 60.0, 3.0
DIFF = np.array([[0.3], [0.1]])
GENERATOR, BASE, DOSE, CONTRAST = 0.2, 0.04, 1.0, 0.9
GRID = 128
FILM, ACTIVATION, BAKE_CELSIUS = 40.0, 1.0, 100.0


def wave_numbers(n):
    return 2 * np.pi * np.arange(n // 2 + 1) / PITCH


def derivative(u):
    n = u.shape[-1]
    factor = 1j * wave_numbers(n)
    factor[-1] = 0
    return np.fft.irfft(factor * np.fft.rfft(u), n=n)


def laplacian(u):
    n = u.shape[-1]
    return np.fft.irfft(-wave_numbers(n)**2 * np.fft.rfft(u), n=n)


def heat(u, diff, time):
    n = u.shape[-1]
    return np.fft.irfft(np.exp(-diff * wave_numbers(n)**2 * time)
                        * np.fft.rfft(u), n=n)


def react(u, k_time):
    a, b = u
    z = k_time * (a - b)
    return np.array([a / (1 + b * k_time * exprel(-z)),
                     b / (1 + a * k_time * exprel(z))])


def strang(u, steps, bake=BAKE, diff=DIFF, k_times=None):
    h = bake / steps
    if k_times is None:
        k_times = np.full(steps, RATE * h)
    for k_time in k_times:
        u = heat(react(heat(u, diff, h / 2), k_time), diff, h / 2)
        assert u.min() > 0
    return u


def two_factor(u, steps):
    h = BAKE / steps
    for _ in range(steps):
        u = react(heat(u, DIFF, h), RATE * h)
    return u


def diffusion_field(u):
    return DIFF * laplacian(u)


def reaction_field(u):
    r = -RATE * u[0] * u[1]
    return np.array([r, r])


def reaction_tangent(u, v):
    r = -RATE * (u[0] * v[1] + u[1] * v[0])
    return np.array([r, r])


def commutator_field(u):
    a, b = u
    ax, bx = derivative(u)
    axx, bxx = laplacian(u)
    da, db = DIFF[:, 0]
    return RATE * np.array([2 * da * ax * bx + (da - db) * a * bxx,
                            2 * db * ax * bx + (db - da) * b * axx])


def defect_field(u):
    c = commutator_field(u)
    v = reaction_field(u) / 12 + diffusion_field(u) / 24
    # The commutator is quadratic, so this centred difference is exact.
    c_tangent = (commutator_field(u + v) - commutator_field(u - v)) / 2
    return -c_tangent + reaction_tangent(u, c) / 12 + diffusion_field(c) / 24


def norm(u):
    return np.mean(np.abs(u).sum(axis=0))


def unsplit(u, time, rtol=1e-12, atol=1e-15):
    def rhs(t, y):
        w = y.reshape(2, -1)
        return (diffusion_field(w) + reaction_field(w)).ravel()
    sol = solve_ivp(rhs, (0, time), u.ravel(), method="DOP853",
                    rtol=rtol, atol=atol)
    assert sol.success
    return sol.y[:, -1].reshape(2, -1)


def initial_state(n):
    x = PITCH * np.arange(n) / n
    image = 0.5 * (1 + CONTRAST * np.cos(2 * np.pi * x / PITCH))
    acid = GENERATOR * (1 - np.exp(-DOSE * image))
    return x, np.array([acid, np.full(n, BASE)])


x, start = initial_state(GRID)

# Local reaction against direct integration, including equal concentrations.
pairs = np.array([[0.12, 0.04, 0.01], [0.04, 0.04, 0.04]])
local_time = 6.0
local = react(pairs, RATE * local_time)
for j in range(3):
    sol = solve_ivp(lambda t, y: [-RATE * y[0] * y[1]] * 2, (0, local_time),
                    pairs[:, j], method="DOP853", rtol=1e-12, atol=1e-15)
    assert np.allclose(sol.y[:, -1], local[:, j], rtol=1e-9, atol=0)

# Cancellation in the ordinary quotient when acid and base nearly balance.
mp.mp.dps = 50
stable_loss = quotient_loss = 0.0
k_time = RATE * 1.5
for m in range(1, 8):
    a0 = 0.04
    b0 = a0 * (1 + m * 1e-12)
    am, bm = mp.mpf(a0), mp.mpf(b0)
    exact = am * (am - bm) / (am - bm * mp.exp(-mp.mpf(k_time) * (am - bm)))
    plain = a0 * (a0 - b0) / (a0 - b0 * np.exp(-k_time * (a0 - b0)))
    good = react(np.array([[a0], [b0]]), k_time)[0, 0]
    quotient_loss = max(quotient_loss, float(abs(mp.mpf(float(plain)) / exact - 1)))
    stable_loss = max(stable_loss, float(abs(mp.mpf(float(good)) / exact - 1)))
assert stable_loss < 1e-14 and quotient_loss > 1e-7

# Fourier diffusion against convolution with the periodic Gaussian.
heat_time = 2.0
shift = x[:, None] - x[None, :]
variance = 2 * DIFF[0, 0] * heat_time
kernel = sum(np.exp(-(shift + m * PITCH)**2 / (2 * variance))
             for m in range(-3, 4)) / np.sqrt(2 * np.pi * variance)
convolved = kernel @ start[0] * PITCH / GRID
assert np.max(abs(convolved - heat(start[0], DIFF[0, 0], heat_time))) < 1e-12

# Nonexpansion of the reaction in the sum norm, and its failure in max norm.
rng = np.random.default_rng(4)
p, q = rng.uniform(0, 0.2, (2, 2, 20000))
before = np.abs(p - q)
after = np.abs(react(p, RATE) - react(q, RATE))
sum_ratio = np.max(after.sum(axis=0) / before.sum(axis=0))
max_ratio = np.max(after.max(axis=0) / before.max(axis=0))
assert sum_ratio < 1 + 1e-9 and max_ratio > 1.05
phase = 2 * np.pi * x / PITCH
nearby = start + 0.005 * np.array([np.cos(3 * phase), np.sin(2 * phase)])
run_ratio = norm(strang(start, 40) - strang(nearby, 40)) / norm(start - nearby)
assert run_ratio < 1

# Commutator and one-step error on data with both concentrations modulated.
trial = np.array([0.08 + 0.03 * np.cos(phase) + 0.01 * np.sin(2 * phase),
                  0.05 + 0.015 * np.sin(phase) + 0.005 * np.cos(2 * phase)])
by_definition = (reaction_tangent(trial, diffusion_field(trial))
                 - diffusion_field(reaction_field(trial)))
assert norm(by_definition - commutator_field(trial)) < 1e-9 * norm(by_definition)
quotients = []
for h in (0.1, 0.05):
    gap = strang(trial, 1, bake=h) - unsplit(trial, h, 1e-13, 1e-16)
    quotients.append(gap / h**3)
extrapolated = 2 * quotients[1] - quotients[0]
local_match = norm(extrapolated - defect_field(trial)) / norm(defect_field(trial))
assert local_match < 0.01

# Global convergence against unsplit integration on the same grid.
reference = unsplit(start, BAKE)
counts = np.array([10, 20, 40, 80, 160, 320])
steps = BAKE / counts
finals = [strang(start, int(n)) for n in counts]
errors = np.array([norm(u - reference) for u in finals])
orders = np.log2(errors[:-1] / errors[1:])
assert abs(orders[-1] - 2) < 0.05 and abs(orders[-2] - 2) < 0.15
first_errors = np.array([norm(two_factor(start, int(n)) - reference)
                         for n in counts[-2:]])
first_order = np.log2(first_errors[0] / first_errors[1])
assert abs(first_order - 1) < 0.1

# Predicted error from the linearized equation.
def error_rhs(t, y):
    u, e = y.reshape(2, 2, -1)
    du = diffusion_field(u) + reaction_field(u)
    de = diffusion_field(e) + reaction_tangent(u, e) + defect_field(u)
    return np.concatenate([du.ravel(), de.ravel()])


times = np.linspace(0, BAKE, 601)
sol = solve_ivp(error_rhs, (0, BAKE),
                np.concatenate([start.ravel(), np.zeros(2 * GRID)]),
                method="DOP853", rtol=1e-10, atol=1e-13, t_eval=times)
assert sol.success
coefficient = sol.y[2 * GRID:, -1].reshape(2, -1)
scaled_error = (finals[-1] - reference) / steps[-1]**2
global_match = norm(scaled_error - coefficient) / norm(coefficient)
assert global_match < 0.01
bound = trapezoid([norm(defect_field(sol.y[:2 * GRID, j].reshape(2, -1)))
                   for j in range(len(times))], times)
assert errors[-1] <= 1.02 * bound * steps[-1]**2

# Conservation, equal-diffusivity identity, and spatial resolution.
drift = abs(np.mean(finals[0][0] - finals[0][1]) - np.mean(start[0] - start[1]))
assert drift < 1e-14
equal = strang(start, 10, diff=np.full((2, 1), DIFF[0, 0]))
assert np.max(abs(equal[0] - equal[1]
                  - heat(start[0] - start[1], DIFF[0, 0], BAKE))) < 1e-13
fine = strang(initial_state(2 * GRID)[1], 40)
grid_change = np.max(abs(fine[:, ::2] - finals[2]))
assert grid_change < 1e-8

# Acid-threshold edge and the size of neglected effects.
threshold = reference[0, 0] / 2


def acid_edge(u):
    half = GRID // 2 + 1
    spline = CubicSpline(x[:half], u[0, :half])
    place = brentq(lambda s: spline(s) - threshold, 0, PITCH / 2, xtol=1e-13)
    return place, float(spline(place, 1))


edge, slope = acid_edge(reference)
radius = RATE / (4 * np.pi * DIFF.sum())
marks = np.linspace(0, BAKE, 321)
transient = RATE * (np.diff(marks) + 2 * radius * np.diff(np.sqrt(marks))
                    / np.sqrt(np.pi * DIFF.sum()))
shift_transient = acid_edge(strang(start, 320, k_times=transient))[0] - edge
kelvin = constants.zero_Celsius + BAKE_CELSIUS
boltzmann_ev = constants.k / constants.e
speedup = np.exp(ACTIVATION / boltzmann_ev * (1 / kelvin - 1 / (kelvin + 1)))
hot = strang(start, 320, diff=DIFF * speedup,
             k_times=np.full(320, RATE * speedup * BAKE / 320))
shift_hot = acid_edge(hot)[0] - edge
shift_mobile = acid_edge(strang(start, 320, diff=DIFF * [[1.5], [1.0]]))[0] - edge
acid_length = np.sqrt(2 * DIFF[0, 0] * BAKE)
acid_count = threshold * acid_length**3
noise = 1 / np.sqrt(acid_count)

print(f"pitch {PITCH:.0f} nm; bake {BAKE:.0f} s at {BAKE_CELSIUS:.0f} C; grid points {GRID}")
print(f"Da {DIFF[0,0]:.1f}, Db {DIFF[1,0]:.1f} nm^2/s; k {RATE:.1f} nm^3/s")
print(f"generator {GENERATOR:.2f}, initial base {BASE:.2f} nm^-3")
print(f"dose exponent {DOSE:.1f}; image contrast {CONTRAST:.1f}")
print(f"local reaction time {local_time:.1f} s; columns a0 b0 a b in nm^-3")
for j in range(3):
    print(f"  {pairs[0,j]:.2f} {pairs[1,j]:.2f} {local[0,j]:.7f} {local[1,j]:.7f}")
print(f"near balance, relative error: stable {stable_loss:.1e}, quotient {quotient_loss:.1e}")
print(f"largest reaction ratio: sum norm {sum_ratio:.6f}, max norm {max_ratio:.4f}")
print(f"whole-bake perturbation ratio, sum norm: {run_ratio:.4f}")
print("profile: x in nm; a0, b0, a(T), b(T) in nm^-3")
for j in (0, GRID // 8, GRID // 4, 3 * GRID // 8, GRID // 2):
    print(f"  {x[j]:4.1f} {start[0,j]:.6f} {start[1,j]:.6f} "
          f"{reference[0,j]:.6f} {reference[1,j]:.6f}")
print(f"mean acid: initial {start[0].mean():.6f}, final {reference[0].mean():.6f} nm^-3")
print(f"mean base final {reference[1].mean():.6f} nm^-3")
print("Strang: steps, h in s, error in nm^-3, order from previous row")
for j, n in enumerate(counts):
    order_text = "-" if j == 0 else f"{orders[j-1]:.4f}"
    print(f"  {n:3d} {steps[j]:.4f} {errors[j]:.4e} {order_text}")
print(f"two-factor errors at last two h: {first_errors[0]:.3e}, {first_errors[1]:.3e} nm^-3")
print(f"two-factor order: {first_order:.4f}")
print(f"one-step defect, relative mismatch: {local_match:.2e}")
print(f"predicted error coefficient: {norm(coefficient):.4e} nm^-3 s^-2")
print(f"upper-bound coefficient: {bound:.4e} nm^-3 s^-2")
print(f"global error shape, relative mismatch: {global_match:.2e}")
print(f"h for error 1e-6 nm^-3: {np.sqrt(1e-6 / norm(coefficient)):.3f} s")
print(f"drift of mean(a-b): {drift:.1e} nm^-3")
print(f"largest change on doubling grid: {grid_change:.1e} nm^-3")
print(f"acid threshold {threshold:.6f} nm^-3; edge at {edge:.4f} nm")
print(f"edge error at h={steps[0]:.1f} s: {acid_edge(finals[0])[0]-edge:+.2e} nm")
print(f"edge error at h={steps[2]:.1f} s: {acid_edge(finals[2])[0]-edge:+.2e} nm")
print(f"capture radius implied by k: {radius:.3f} nm")
print(f"edge shift, transient capture rate: {shift_transient:+.4f} nm")
print(f"rate factor for +1 K at {ACTIVATION:.1f} eV: {speedup:.4f}")
print(f"edge shift, +1 K: {shift_hot:+.4f} nm")
print(f"edge shift, acid diffusivity +50%: {shift_mobile:+.4f} nm")
print(f"acid diffusion length: {acid_length:.3f} nm")
print(f"acids in a cube of that side at threshold: {acid_count:.2f}")
print(f"counting noise {100*noise:.1f} %; rough edge noise {noise*threshold/abs(slope):.2f} nm")
print(f"diffusion length / film thickness ({FILM:.0f} nm): {acid_length/FILM:.3f}")
print("finished without a failed check")
```

Running it gives:

```
pitch 40 nm; bake 60 s at 100 C; grid points 128
Da 0.3, Db 0.1 nm^2/s; k 3.0 nm^3/s
generator 0.20, initial base 0.04 nm^-3
dose exponent 1.0; image contrast 0.9
local reaction time 6.0 s; columns a0 b0 a b in nm^-3
  0.12 0.04 0.0868598 0.0068598
  0.04 0.04 0.0232558 0.0232558
  0.01 0.04 0.0051159 0.0351159
near balance, relative error: stable 1.7e-16, quotient 4.4e-05
largest reaction ratio: sum norm 1.000000, max norm 1.3386
whole-bake perturbation ratio, sum norm: 0.1379
profile: x in nm; a0, b0, a(T), b(T) in nm^-3
   0.0 0.122652 0.040000 0.067904 0.000000
   5.0 0.111755 0.040000 0.058831 0.000001
  10.0 0.078694 0.040000 0.035694 0.000168
  15.0 0.033247 0.040000 0.011622 0.004679
  20.0 0.009754 0.040000 0.003214 0.013900
mean acid: initial 0.072475, final 0.035427 nm^-3
mean base final 0.002953 nm^-3
Strang: steps, h in s, error in nm^-3, order from previous row
   10 6.0000 4.0500e-05 -
   20 3.0000 1.1003e-05 1.8800
   40 1.5000 2.8305e-06 1.9588
   80 0.7500 7.1334e-07 1.9884
  160 0.3750 1.7871e-07 1.9970
  320 0.1875 4.4700e-08 1.9992
two-factor errors at last two h: 2.633e-05, 1.316e-05 nm^-3
two-factor order: 1.0007
one-step defect, relative mismatch: 7.87e-04
predicted error coefficient: 1.2717e-06 nm^-3 s^-2
upper-bound coefficient: 6.1002e-06 nm^-3 s^-2
global error shape, relative mismatch: 2.03e-04
h for error 1e-6 nm^-3: 0.887 s
drift of mean(a-b): 1.4e-17 nm^-3
largest change on doubling grid: 7.6e-17 nm^-3
acid threshold 0.033952 nm^-3; edge at 10.3260 nm
edge error at h=6.0 s: -2.91e-03 nm
edge error at h=1.5 s: -1.80e-04 nm
capture radius implied by k: 0.597 nm
edge shift, transient capture rate: -0.0027 nm
rate factor for +1 K at 1.0 eV: 1.0867
edge shift, +1 K: -0.0298 nm
edge shift, acid diffusivity +50%: -0.0333 nm
acid diffusion length: 6.000 nm
acids in a cube of that side at threshold: 7.33
counting noise 36.9 %; rough edge noise 2.34 nm
diffusion length / film thickness (40 nm): 0.150
finished without a failed check
```
